# Square-root Wigner cusps at the opening of a subband

## Scattering at a subband threshold

Electrons travel along a narrow wire and meet an obstacle. At energy $E$ only finitely many transverse subbands carry current. When $E$ passes the bottom of the next subband, a new way out opens, and current can be lost to it. The new subband also matters just below its threshold, where it holds an evanescent wave around the obstacle. What does its opening do to the amplitudes between channels that were already open?

### Channels and flux normalization

Let the wire have hard walls and width $W$. With lengths in units of $W/\pi$ and energies in units of $\hbar^2\pi^2/(2mW^2)$, the Schrödinger equation is $-\nabla^2\psi+V\psi=E\psi$ on $0<y<\pi$. The transverse modes are $\chi_m=\sqrt{2/\pi}\,\sin my$, with thresholds $E_m=m^2$. The potential $V$ is real and vanishes outside $0<x<d$.

Keep $P$ modes, $\psi=\sum_m u_m(x)\chi_m(y)$. Then

$$-u''+U(x)u=Eu,\qquad U_{mm'}=m^2\delta_{mm'}+\int_0^\pi\chi_mV\chi_{m'}\,dy, \tag{1}$$

where $U$ is real and symmetric. The argument below holds for any $P$ that includes the subbands of interest.

A channel $c$ is a subband together with a lead, L or R. In each lead let $s\ge0$ point away from the obstacle: $s=-x$ on the left and $s=x-d$ on the right. The channel wave is

$$\phi_c(s)=k_c^{-1/2}\left(a_ce^{-ik_cs}+b_ce^{ik_cs}\right),\qquad k_c=\sqrt{E-E_c}. \tag{2}$$

In an open channel, $\mathrm{Im}(\phi_c^*\phi_c')=|b_c|^2-|a_c|^2$, so $a_c$ and $b_c$ are flux amplitudes. In a closed channel $k_c=i\kappa_c$ with $\kappa_c>0$, and $a_c=0$ leaves a decaying wave. The scattering matrix is defined by $b=Sa$.

### Matching at the obstacle

Solving (1) inside the obstacle with given end values fixes the outward derivatives there:

$$\phi'(0)=M(E)\,\phi(0). \tag{3}$$

$M$ is real because (1) is real. It is also symmetric. For two solutions $u,\tilde u$ at the same energy,

$$\frac{d}{dx}\left(u^T\tilde u'-\tilde u^Tu'\right)=u^T(U-E)\tilde u-\tilde u^T(U-E)u=0 .$$

The bracket therefore has the same value at both ends. In outward derivatives this reads $\phi^TM\tilde\phi-\tilde\phi^TM\phi=0$ for arbitrary end values, so $M=M^T$.

As a function of $E$, $M$ has poles at the energies of states that vanish at both ends. Lengthening the region lowers these energies, so a pole lying at the threshold of interest is removed by a small outward shift of the reference planes. Near threshold $M$ is then analytic in $E$.

Let $K$ be the diagonal matrix of the $k_c$. At $s=0$, (2) gives $\phi=K^{-1/2}(a+b)$ and $\phi'=iK^{1/2}(b-a)$. Inserting these in (3) and collecting $b$ on the left,

$$(iK-M)K^{-1/2}b=(iK+M)K^{-1/2}a .$$

Since $iK+M=-(iK-M)+2iK$, multiplication by $K^{1/2}(iK-M)^{-1}$ gives

$$S=-1+2i\,K^{1/2}GK^{1/2},\qquad G=(iK-M)^{-1}. \tag{4}$$

The physical scattering matrix is the part of (4) between open channels. It is symmetric, because $G$ is. It is unitary: $\mathrm{Im}\,\phi^\dagger M\phi=0$ for real symmetric $M$, and closed channels, with $\phi_c'=-\kappa_c\phi_c$, carry no flux, so $\sum|b_c|^2=\sum|a_c|^2$ over the open channels.

### Analytic dependence on the new wave number

Let subband $n$ open at $E_n$, and write $E=E_n+k^2$. Above threshold $k>0$; below it $k=i\kappa$ with $\kappa=\sqrt{E_n-E}$. The labels $a,b$ denote old channels, open on both sides, and $\tau$ denotes the new channels $n$L and $n$R.

Both $M$ and the wave numbers of all other subbands are analytic in $k^2$. The variable $k$ itself enters $iK-M$ only in the two diagonal elements $\tau$. Hence $G$ is analytic in $k$ around $k=0$, provided $iK-M$ is invertible there.

If it is not invertible, some $\phi\neq0$ satisfies $M\phi=iK\phi$, a solution without incoming waves. Its flux $\sum k_c|\phi_c|^2$ over the old channels must vanish, so it lives in the closed channels and in $\tau$, where it is constant along the lead. This is a half-bound state, or a bound state if the constant is zero. I assume that neither exists at $E_n$.

Expanding (4) then gives

$$S_{ab}=S^0_{ab}+kS^1_{ab}+O(k^2), \tag{5}$$

$$S_{a\tau}=\sqrt k\,\left[t_{a\tau}+O(k)\right],\qquad t_{a\tau}=2i\sqrt{k_a}\,G_{a\tau}\big|_{k=0}, \tag{6}$$

$$S_{\tau\tau'}=-\delta_{\tau\tau'}+O(k). \tag{7}$$

A slow electron in the new subband is thus totally reflected at threshold, and the probability of entering that subband grows as $k$.

### Unitarity on the two sides

Above threshold, the old rows of $SS^\dagger=1$ read $\sum_cS_{ac}S_{bc}^*+\sum_\tau S_{a\tau}S_{b\tau}^*=\delta_{ab}$, with $c$ running over old channels. At order zero $S^0S^{0\dagger}=1$. At order $k$, (5) and (6) give

$$S^1S^{0\dagger}+S^0S^{1\dagger}=-tt^\dagger . \tag{8}$$

Below threshold the same analytic function is evaluated at $k=i\kappa$, so the old block is $S^0+i\kappa S^1+O(\kappa^2)$. It is now the whole scattering matrix and must be unitary by itself. Since $(i\kappa S^1)^\dagger=-i\kappa S^{1\dagger}$, the first order gives

$$S^1S^{0\dagger}-S^0S^{1\dagger}=0. \tag{9}$$

Adding (8) and (9) and multiplying by $S^0$ from the right,

$$S^1=-\tfrac12\,tt^\dagger S^0. \tag{10}$$

Neither side suffices alone: (8) fixes the Hermitian part of $S^1S^{0\dagger}$, and (9) removes the anti-Hermitian part.

Symmetry of $S$ simplifies the result. Orthogonality of an old row to a new row above threshold is $\sum_cS_{ac}S^*_{\tau c}+\sum_{\tau'}S_{a\tau'}S^*_{\tau\tau'}=0$. With $S_{\tau c}=S_{c\tau}$ and (7), its order $\sqrt k$ is $S^0t^*-t=0$, or

$$t=S^0t^*. \tag{11}$$

The transpose of (11) is $t^T=t^\dagger S^0$, because $S^0$ is symmetric. Equation (10) becomes $S^1=-\frac12tt^T$, and therefore, to first order,

$$S_{ab}(E)=S^0_{ab}-\frac12\sum_\tau t_{a\tau}t_{b\tau}\times\begin{cases}\sqrt{E-E_n}, & E>E_n,\\[2pt] i\sqrt{E_n-E}, & E<E_n.\end{cases} \tag{12}$$

Differentiating (4) confirms the coefficient. At $k=0$, $\partial G_{ab}/\partial k=-i\sum_\tau G_{a\tau}G_{\tau b}$, so $S^1_{ab}=2\sqrt{k_ak_b}\sum_\tau G_{a\tau}G_{b\tau}$. By (6), $t_{a\tau}t_{b\tau}=-4\sqrt{k_ak_b}\,G_{a\tau}G_{b\tau}$, which reproduces (12).

### Shape and physical content of the cusp

The energy derivative of (12) is $S^1/(2\sqrt{E-E_n})$ above threshold and $-iS^1/(2\sqrt{E_n-E})$ below. Both diverge, and their directions in the complex plane differ by a factor $i$. As the energy rises, each amplitude with $S^1_{ab}\ne0$ therefore makes a right-angled left turn at $E_n$.

The divergence below threshold has a direct meaning. For a unit incoming wave in channel $b$, (4) and (6) give $\phi_\tau(0)=t_{b\tau}$ to leading order. The evanescent wave $t_{b\tau}e^{-\kappa s}$ stores the probability $|t_{b\tau}|^2/(2\kappa)$. In these units, with $\hbar=1$, the incoming flux is 2, so the leading dwell time is $\sum_\tau|t_{b\tau}|^2/(4\kappa)$. The Wigner–Smith matrix gives the same:

$$-iS^\dagger\frac{dS}{dE}\simeq-\frac{S^{0\dagger}S^1}{2\kappa}=\frac{S^{0\dagger}tt^T}{4\kappa}=\frac{t^*t^T}{4\kappa},$$

where (11) was used in the last step. The electron lingers ever longer in a cloud whose length $1/\kappa$ diverges.

Does every amplitude have a cusp? The condition is $\sum_\tau t_{a\tau}t_{b\tau}\ne0$, which holds unless symmetry or an accidental cancellation prevents it. From (10), the diagonal elements of $S^1S^{0\dagger}$ are $-\frac12\sum_\tau|t_{a\tau}|^2$. Hence a channel coupled to the new subband has a cusp in at least one amplitude of its row. An obstacle symmetric under $y\to\pi-y$ does not couple subbands 1 and 2, so the cusp at $E_2$ is then absent from subband 1.

### Probabilities and total transmission

Define

$$Z_{ab}=S^{0*}_{ab}\sum_\tau t_{a\tau}t_{b\tau}. \tag{13}$$

The first-order change of $|S_{ab}|^2$ is $2\,\mathrm{Re}(S^{0*}_{ab}\,\delta S_{ab})$. With (12) this is $-k\,\mathrm{Re}Z_{ab}$ above and $-\kappa\,\mathrm{Re}(iZ_{ab})=+\kappa\,\mathrm{Im}Z_{ab}$ below:

$$|S_{ab}|^2-|S^0_{ab}|^2\simeq\begin{cases}-\mathrm{Re}Z_{ab}\sqrt{E-E_n}, & E>E_n,\\[2pt] +\mathrm{Im}Z_{ab}\sqrt{E_n-E}, & E<E_n.\end{cases} \tag{14}$$

Four shapes follow, read with increasing energy:

- $\mathrm{Re}Z>0,\ \mathrm{Im}Z<0$: a peak.
- $\mathrm{Re}Z<0,\ \mathrm{Im}Z>0$: a dip.
- $\mathrm{Re}Z>0,\ \mathrm{Im}Z>0$: a fall on both sides, with a vertical tangent.
- $\mathrm{Re}Z<0,\ \mathrm{Im}Z<0$: a rise on both sides, with a vertical tangent.

If $S^0_{ab}=0$, the amplitude may have a cusp while its probability has no square-root term.

Summing (13) over $b$ and using the conjugate of (11), $S^{0*}t=t^*$,

$$\sum_bZ_{ab}=\sum_\tau t_{a\tau}\left(S^{0*}t\right)_{a\tau}=\sum_\tau|t_{a\tau}|^2. \tag{15}$$

The real part says that the old channels lose just what the new one gains. The imaginary part says that the changes below threshold cancel.

The total transmission $T$ from left to right also includes the new channels above threshold:

$$T-T^0\simeq k\left[-\sum_{a\in R,\,b\in L}\mathrm{Re}Z_{ab}+\sum_{a\in R}|t_{a,nL}|^2+\sum_{b\in L}|t_{b,nR}|^2\right]. \tag{16}$$

Transmission from $n$L to $n$R is of order $k^2$ by (7). So $T$, and with it the zero-temperature Landauer conductance $(2e^2/h)T$ of noninteracting electrons, has no jump.

### The nearly empty wire

An empty wire does show a jump: $T$ rises by one at each threshold. This is the excluded case, since the constant solution at $E_n$ is a half-bound state.

A thin barrier $g\,\delta(x)$, uniform across the wire, shows how the two cases join. It leaves the subbands uncoupled. In subband $n$, continuity gives $1+r=\theta$ for the reflection and transmission amplitudes $r,\theta$, and the slope condition is $ik\theta-ik(1-r)=g\theta$. Eliminating $r=\theta-1$ gives $2ik(\theta-1)=g\theta$, so

$$\theta=\frac{2ik}{2ik-g},\qquad |\theta|^2=\frac{4k^2}{4k^2+g^2}. \tag{17}$$

For $k\ll|g|/2$ the new subband is reflected, as (7) requires. For $k\gg|g|/2$ it is transmitted. The step is spread over an energy of order $g^2/4$, and the range in which (7) applies shrinks to nothing as $g\to0$.

### Worked example

Two adjoining rectangular barriers partly block the wire. The first has length 0.8 and height 4 and covers $0.3<y<1.4$. The second has length 0.6 and height 5 and covers $1.6<y<2.6$. The second subband opens at $E_2=4$, where $k_1=\sqrt3\approx1.732$. Twelve modes are kept. The smallest singular value of $iK-M$ at threshold is 0.83, so there is no half-bound state.

Solving the wave-matching equations just above threshold gives, in units $(W/\pi)^{1/2}$,

$$t_{1L,2L}=-0.5160-0.0789i,\qquad t_{1L,2R}=-0.2070+0.2319i .$$

Their squares are $0.2601+0.0814i$ and $-0.0109-0.0960i$, with sum $0.2492-0.0146i$. Equation (12) predicts the slope of the left reflection amplitude:

$$S^1_{LL}=-\tfrac12(0.2492-0.0146i)=-0.1246+0.0073i .$$

The slope found directly from the amplitudes is $dS_{LL}/dk=-0.1246+0.0073i$ above threshold and $dS_{LL}/d\kappa=-0.0073-0.1246i$ below. The second is $i$ times the first, as continuation requires.

With $S^0_{LL}=0.3486+0.2571i$, (13) gives

$$Z_{LL}=(0.3486-0.2571i)(0.2492-0.0146i)=0.0831-0.0691i .$$

The reflection probability therefore has a peak, of height 0.188. For transmission in the first subband $Z_{RL}=0.2860+0.0691i$, so this probability decreases with rising energy on both sides of the threshold, passing through 0.812 there. The imaginary parts cancel, and the real parts add to 0.3691, equal to $\sum_\tau|t_{1L,\tau}|^2$, as (15) demands.

For the total transmission, (16) needs $|t_{1R,2L}|^2=0.1237$ and $|t_{1L,2R}|^2=0.0966$. The slope above threshold is

$$-0.2860+0.1237+0.0966=-0.0657 ,$$

in agreement with the directly measured $-0.0658$ within rounding. Opening a further channel at first lowers the total transmission here: the old subband loses more than transmission into and out of the new one supplies.

The linear law has a narrow range. At $E-E_2=0.01$, where $k=0.1$, the left reflection has changed by $-0.0096$ from its threshold value, and (14) gives $-0.0083$, an error of about 14% of the change. At $E-E_2=-0.01$ the change is $-0.0052$ against a predicted $-0.0069$, an error of about a third. Closer in, halving $k$ or $\kappa$ divides the remainder of the amplitude law by 4.00, as expected for a second-order term.

Doubling the number of modes moves the total transmission at threshold from 0.8124 to 0.8126. The further digits used above serve to compare the two sides of each relation within the twelve-mode model.

At the third threshold four channels are already open. All sixteen of their amplitudes have a cusp, with $|S^1_{ab}|$ between 0.012 and 0.086, and the slopes on both sides agree with (12) to about $10^{-7}$ in units of $W/\pi$. For an obstacle symmetric about the wire's axis, the largest slope at $E_2$ is $2\times10^{-10}$, zero within numerical error. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Units: length W/pi, energy hbar^2 pi^2/(2 m W^2), k in pi/W
slab 1: length 0.8, height 4.0, y from 0.3 to 1.4
slab 2: length 0.6, height 5.0, y from 1.6 to 2.6
transverse modes kept: 12; threshold energy E_2 = 4.0
k_1 at threshold = 1.73205
smallest singular value of iK-M at E_2 = 0.8313
S0_LL (dimensionless) = +0.34859 +0.25708i
S0_RL (dimensionless) = -0.21524 +0.87525i
S0_RR (dimensionless) = +0.42806 -0.06608i
t_(1L,2L) [(W/pi)^1/2] = -0.51604 -0.07889i
t_(1L,2R) [(W/pi)^1/2] = -0.20703 +0.23187i
t_(1R,2L) [(W/pi)^1/2] = +0.11200 -0.33335i
t_(1R,2R) [(W/pi)^1/2] = +0.44576 -0.11256i
Amplitude slopes [W/pi]: law -tt^T/2; measured dS/dk; dS/dkappa
LL: -0.12458 +0.00730i; -0.12458 +0.00730i; -0.00730 -0.12458i
RL: +0.07514 -0.14492i; +0.07514 -0.14492i; +0.14492 +0.07514i
RR: -0.04373 +0.08751i; -0.04373 +0.08751i; -0.08751 -0.04373i
Probability at E_2; slope in k above; slope in kappa below [W/pi]
LL: 0.18761; -0.08311; -0.06914; Z = +0.08311 -0.06914i
RL: 0.81239; -0.28604; +0.06914; Z = +0.28604 +0.06914i
RR: 0.18761; -0.04900; -0.06914; Z = +0.04900 -0.06914i
sum of |t|^2 from 1L to new channels [W/pi] = 0.36914
sum of |t|^2 from 1R to new channels [W/pi] = 0.33504
E-E_2; |S_LL|^2 solved, law; |S_RL|^2 solved, law
-0.0400; 0.18055, 0.17378; 0.81945, 0.82622
-0.0100; 0.18238, 0.18069; 0.81762, 0.81931
-0.0001; 0.18693, 0.18691; 0.81307, 0.81309
+0.0001; 0.18676, 0.18677; 0.80956, 0.80953
+0.0100; 0.17800, 0.17929; 0.78595, 0.78379
+0.0400; 0.16614, 0.17098; 0.76361, 0.75519
remainder ratio when k is halved: above 3.998, below 4.001
total transmission at E_2 = 0.81239
its slope above: measured -0.06575, law -0.06575 W/pi
its slope below: measured +0.06914, law +0.06914 W/pi
with 24 modes: total transmission at E_2 = 0.81256, slopes -0.06572, +0.06913 W/pi
third threshold, 4 open channels: |S1_ab| from 0.01230 to 0.08612 W/pi
third threshold, largest |measured-law|: above 7.0e-08, below 9.4e-08 W/pi
mirror-symmetric obstacle: largest slope at E_2 = 1.9e-10 W/pi
```
